# A Contractive Implicit Scheme for Thermal-Cycling Creep in Thin Films

Integrating the stress in a metal film through a heating and cooling cycle requires a time step. If the stability of an explicit method limits it, the hottest part of the cycle can set the cost, even when the stress there is small and changes little. If accuracy sets it, the steps can be spent where the stress curve bends. The choice rests on whether each implicit step has one solution, and on whether an error made in one step can grow later.

## The equation to be integrated

The film is thin, bonded without slip to a thick elastic substrate, and carries a uniform equibiaxial stress $\sigma$, positive in tension. Its surface is free, so the normal stress vanishes. Elastic strain is $e=\sigma/M(T)$, with biaxial modulus $M>0$. Creep is taken as isotropic and volume-conserving.

For in-plane principal stresses $\sigma_x,\sigma_y$, the equivalent stress obeys $\sigma_e^2=\sigma_x^2-\sigma_x\sigma_y+\sigma_y^2$. A uniaxial creep rate $a\sigma_e^n$ follows from the potential $\phi=a\sigma_e^{n+1}/(n+1)$. Differentiation gives

$$\frac{\partial\phi}{\partial\sigma_x}=a\sigma_e^n\frac{2\sigma_x-\sigma_y}{2\sigma_e}.$$

At $\sigma_x=\sigma_y=\sigma$ we have $\sigma_e=|\sigma|$, and the in-plane rate is $\tfrac12a|\sigma|^n\,\mathrm{sgn}\,\sigma$, half the uniaxial rate. With several mechanisms acting side by side, the in-plane rate is

$$c(\sigma,T)=\tfrac12\sum_j a_j(T)|\sigma|^{n_j}\,\mathrm{sgn}\,\sigma,\qquad a_j\ge0,\quad n_j>0.$$

The film must follow the substrate's thermal strain. Its elastic, thermal and creep strains therefore add up to that strain plus a constant. With $\Delta\alpha=\alpha_{\rm film}-\alpha_{\rm substrate}$, the time derivative of this condition is

$$\dot e=-\Delta\alpha\,\dot T-c(\sigma,T).$$

For $\Delta\alpha>0$, heating drives the film towards compression and cooling towards tension.

## What goes wrong with the explicit step

For constant $M$, the forward step is

$$\sigma_{k+1}=\sigma_k-M\Delta\alpha(T_{k+1}-T_k)-Mh\,c(\sigma_k,T_k).$$

A small error $\delta_k$ in $\sigma_k$ becomes, to first order, $\delta_{k+1}=(1-\lambda h)\delta_k$, where

$$\lambda=M\frac{\partial c}{\partial\sigma}=\frac M2\sum_j n_ja_j|\sigma|^{n_j-1}.$$

Errors grow when $\lambda h>2$. Because $a_j$ rises steeply with temperature, a step that is stable at the cold end can be unstable at the hot end. For $n_j<1$, $\lambda$ diverges at zero stress, a value that every hysteresis loop crosses.

The remedy is to evaluate creep at the end of the step. Let $b=\sigma_k/M_k-\Delta\alpha(T_{k+1}-T_k)$ be the trial elastic strain, which would result without creep. The new stress solves

$$G(\sigma)\equiv\frac{\sigma}{M_{k+1}}+h\,c(\sigma,T_{k+1})=b.$$

This is useful only if the root exists and is unique. The first term of $G$ is strictly increasing. Each creep term is continuous and nondecreasing, because $|\sigma|^n\mathrm{sgn}\,\sigma$ increases through zero for every $n>0$. Thus $G$ is continuous, strictly increasing and unbounded in both directions: it takes the value $b$ once. Since $G(0)=0$, the root has the sign of $b$. No limit on $h$ was needed, and exponents below one are covered.

Positivity of the exponents matters. With $n=-1$ and suitable scaling, a positive-stress equation may read $s+0.1/s=1$, or $s^2-s+0.1=0$, which has two positive roots, $s=(1\pm\sqrt{0.6})/2$. At $n=0$ the creep term jumps from $-C$ to $C$ at zero stress. For $0<|b|\le C$ there is then no root, unless the creep strain at zero stress may take any value between those limits, as in dry friction.

## A Newton iteration that needs no safeguard

Newton's method applied directly to $G(\sigma)=b$ can still fail. For $b>0$ and an exponent below one, the curve can be concave. A tangent drawn to the right of the root then crosses zero to the left of it, possibly at negative stress. The logarithm of the stress magnitude removes this difficulty.

Take $b\ne0$, since $b=0$ gives $\sigma=0$. Write $u=\ln|\sigma|$ and collect all nonzero terms of $|G|$ as $C_i e^{n_iu}$, including the elastic one with $C_0=1/M_{k+1}$ and $n_0=1$. Solve

$$F(u)=\ln\sum_i w_i=0,\qquad w_i=\frac{C_i}{|b|}e^{n_iu}.$$

With weights $p_i=w_i/\sum_jw_j$, the derivatives are

$$F'=\sum_ip_in_i>0,\qquad F''=\sum_ip_in_i^2-\Big(\sum_ip_in_i\Big)^2\ge0.$$

The second is the variance of the exponents, so $F$ is convex. Start at

$$u_0=\min_i\frac{\ln(|b|/C_i)}{n_i}.$$

There no $w_i$ exceeds one and at least one equals one. With $m$ terms, therefore, $0\le F(u_0)\le\ln m$, and $u_0$ is at or to the right of the root $u_*$. Convexity places the curve above its tangent:

$$0=F(u_*)\ge F(u_k)+F'(u_k)(u_*-u_k).$$

Division by $F'(u_k)>0$ gives $u_*\le u_k-F(u_k)/F'(u_k)=u_{k+1}$. Since $F(u_k)\ge0$, also $u_{k+1}\le u_k$. The iterates descend and are bounded below, so they converge. Because $F'$ lies between the smallest and largest exponents, vanishing corrections imply $F=0$ at the limit.

The final convergence is quadratic. With $\eta_k=u_k-u_*$, Taylor expansion about $u_k$ gives $F(u_k)=F'(u_k)\eta_k-\tfrac12F''(\xi)\eta_k^2$ for an intermediate $\xi$, hence

$$\eta_{k+1}=\eta_k-\frac{F(u_k)}{F'(u_k)}=\frac{F''(\xi)}{2F'(u_k)}\eta_k^2.$$

In 300 random equations, with one linear term and two exponents between 0.2 and 12, at most seven iterations were needed. The roots agreed with those of a bracketing solver.

## Why errors do not accumulate without control

Let two numerical solutions, marked with and without a prime, follow the same temperatures and steps. Subtracting their updates gives

$$(e-e')_{k+1}+h[c(\sigma_{k+1})-c(\sigma'_{k+1})]=(e-e')_k.$$

At a common temperature, the two contributions on the left cannot have opposite signs, since both $e$ and $c$ increase with stress. Hence

$$|e-e'|_{k+1}\le|e-e'|_k.$$

This holds even if $M$ varies with temperature. The contracting quantity is then elastic strain, not necessarily stress. The differential equation has the same property:

$$\frac12\frac{d}{dt}(e-e')^2=-(e-e')(c-c')\le0.$$

Two solutions that start together therefore remain together.

When $n<1$, this uniqueness holds forward in time but not backward. For one mechanism at fixed temperature, constant $M$ and $\sigma>0$, write $\dot\sigma=-Mq\sigma^n$ with $q=a/2$. Separation of variables gives

$$\sigma^{1-n}=\sigma_0^{1-n}-(1-n)Mqt,$$

so the stress reaches zero at $t_*=\sigma_0^{1-n}/[(1-n)Mq]$. A later zero stress does not reveal when it was reached. With $n=0.5$, $M=62.16$ GPa, an initial 10 MPa and a uniaxial rate of $10^{-6}\,{\rm s^{-1}}$ at that stress, $t_*=643$ s. The implicit step passes through this endpoint without special treatment.

For constant $M$ and a periodic temperature, there is also one periodic loop. Let $R$ be the largest $|\dot T|$, and suppose creep is active and slowest at the coldest temperature. Choose $S$ so that $c(S,T_{\rm cold})=|\Delta\alpha|R$. At $\sigma=S$ creep is at least as fast as thermal straining, so $\dot\sigma\le0$; at $-S$ the signs reverse. The map $P$ from initial stress to stress one period later is continuous and takes $[-S,S]$ into itself. Thus $P(x)-x$ is nonnegative at $-S$ and nonpositive at $S$, and vanishes somewhere between. Two different periodic states would have to keep their separation throughout the period. Their creep rates differ strictly, however, so the separation shrinks, a contradiction.

The implicit step respects the same bound. If $\sigma_{k+1}>S$, its creep increment exceeds $h|\Delta\alpha|R$, which is at least the thermal increment, so $\sigma_{k+1}<\sigma_k$. A start inside $[-S,S]$ cannot leave it.

## Choosing the step from its error

Stability does not make a large step accurate. Where the solution is smooth and $M$ is constant, the exact change over a step is $h\dot\sigma+\tfrac12h^2\ddot\sigma+O(h^3)$. Backward Euler uses the slope at the end, $\dot\sigma+h\ddot\sigma+O(h^2)$, and gives $h\dot\sigma+h^2\ddot\sigma+O(h^3)$. Its local error is therefore $Ah^2$, with $A=\ddot\sigma/2$.

Compute one full step $X$ and two half steps ending at $Y$. The half steps contribute $A(h/2)^2$ each, so to leading order

$$X-\sigma_{\rm exact}=Ah^2,\qquad Y-\sigma_{\rm exact}=\tfrac12Ah^2,\qquad X-Y=\tfrac12Ah^2.$$

The difference $|X-Y|$ estimates the error of $Y$. The expansion assumes $\lambda h\ll1$; for a linear law with $\lambda h$ of 2 to 3 the estimate falls about a fifth below the true error of $Y$. Accept $Y$ if the estimate is within the tolerance $\tau$. After every attempt, multiply $h$ by $0.9\sqrt{\tau/|X-Y|}$, restricted to the range 0.2 to 3. In the loops below a step also covers at most 1/200 of a heating or cooling branch, and a step ends on each turning point, where $\dot T$ jumps. The extrapolated value $2Y-X$ would cancel the leading error, but the contraction proof covers $Y$, which consists of two implicit steps.

For constant $M$, the exact flow does not enlarge an earlier stress error. The total error is then at most the sum of local errors, which to leading order is the sum of the estimates. Where tolerance controls the step, $h\propto\sqrt\tau$. The number of steps grows as $1/\sqrt\tau$, each contributing about $\tau$, so the total scales as $\sqrt\tau$.

## A lead film on silicon

Consider a 1 µm film of (111)-textured fcc lead on a 500 µm silicon wafer, cycled between 280 and 400 K. The material inputs are rough typical values. The cubic elastic constants are $c_{11}=50$, $c_{12}=42$ and $c_{44}=15$ GPa.

The texture matters because lead is elastically anisotropic. For in-plane strain $\epsilon$, normal strain $\epsilon_3$ and $d=\epsilon_3-\epsilon$, the strain tensor is $\epsilon\delta_{ij}+d\,n_in_j$. For a (111) normal every $n_in_j$ is 1/3. With $K=c_{11}+2c_{12}$, each diagonal stress is $K(\epsilon+d/3)$ and each off-diagonal stress is $2c_{44}d/3$. Zero normal stress requires

$$K\left(\epsilon+\frac d3\right)+\frac{4c_{44}d}{3}=0,\qquad d=-\frac{3K\epsilon}{K+4c_{44}}.$$

The in-plane stress is the diagonal minus the off-diagonal component, $-2c_{44}d$. Hence

$$M_{111}=\frac{6c_{44}K}{K+4c_{44}}=\frac{6(15)(134)}{194}=62.2\ {\rm GPa}.$$

With $\Delta\alpha=26\times10^{-6}\,{\rm K^{-1}}$, the elastic slope is 1.62 MPa/K in magnitude.

Creep is described by

$$a_j|\sigma|^{n_j}=r_j\left(\frac{|\sigma|}{10\,{\rm MPa}}\right)^{n_j}\theta(T),\qquad \theta=\exp\left[-\frac{Q}{k_B}\left(\frac1T-\frac1{300\,{\rm K}}\right)\right],$$

with $Q=0.70$ eV. Dislocation creep has $n=5$ and $r=10^{-6}\,{\rm s^{-1}}$; diffusional creep has $n=1$ and $r=2\times10^{-7}\,{\rm s^{-1}}$. Their rates are equal when $(|\sigma|/10\,{\rm MPa})^4=0.2$, at 6.7 MPa. This crossover does not depend on temperature here, because both activation energies are the same.

At 400 K, $\theta\approx871$, and the linear mechanism alone gives

$$\lambda=\tfrac12(62160\,{\rm MPa})\frac{2\times10^{-7}\,{\rm s^{-1}}}{10\,{\rm MPa}}(871)=0.54\ {\rm s^{-1}}.$$

A 20 s step has $\lambda h\approx11$, far beyond the explicit limit. Starting stress-free at 280 K and heating at 0.1 K/s, the explicit calculation exceeds 1000 MPa in the step beginning at 400 K. With the same steps the implicit peak is 19.4 MPa, below the invariant bound $S=20.4$ MPa. The explicit limit itself is $2/\lambda\approx3.7$ s, or about 1300 uniform steps for two cycles at 0.1 K/s. That is fewer than the accuracy sought below requires, so at this rate accuracy, not stability, sets the cost. Stability weighs more in slower cycles: at 0.01 K/s the same limit means about 6500 uniform steps per cycle, against about 920 accepted adaptive steps of three solves each.

At that rate, the adaptive scheme was compared over two cycles with a high-order stiff integrator. For $\tau=10^{-4}$ MPa, the largest stress error at accepted times was 0.014 MPa, while the estimates summed to 0.15 MPa. The sum is a conservative estimate, valid to leading order: it allows neither for the decay of old errors through creep nor for cancellation between errors of opposite sign. Tightening $\tau$ to $10^{-5}$ MPa reduced the error to 0.0043 MPa, a factor of 3.2, as the square-root law predicts. Uniform steps with the same number of implicit solves as the $10^{-4}$ MPa run, about 6000, gave an error of 0.043 MPa, three times that of the adaptive run.

## Reading the loops

Dissipation gives a measure of the whole loop. Two equal in-plane directions contribute a power $2\sigma c$ per volume. Replace $c$ by $-\dot\sigma/M-\Delta\alpha\dot T$, for constant $M$:

$$W=\oint2\sigma c\,dt=-\frac1M\oint d(\sigma^2)-2\Delta\alpha\oint\sigma\,dT=-2\Delta\alpha\oint\sigma\,dT.$$

The first integral vanishes because the loop closes. For the combined law at 0.1 K/s, the loop area gives 69.0 kJ/m³. Direct time integration of the dissipated power with the high-order method agrees within the 0.5% required by the test.

The second-cycle results at 0.1 K/s are:

| Creep law | Tension at 280 K (MPa) | Width at 380 K (MPa) | $W$ (kJ/m³) |
|---|---:|---:|---:|
| $n=5$ | 19.4 | 8.89 | 88.7 |
| $n=1$ | 73.2 | 1.74 | 57.4 |
| both | 19.4 | 1.74 | 69.0 |

Width means cooling stress minus heating stress. Away from a turning point, and when stress relaxes over a temperature interval much shorter than that over which $a$ changes, creep nearly balances thermal straining:

$$\frac a2|\sigma|^n=\Delta\alpha R,\qquad |\sigma|=\left(\frac{2\Delta\alpha R}{a}\right)^{1/n}.$$

At 380 K, $\theta\approx299$. For $n=5$ and $R=0.1$ K/s, the balance stress is $10[5.2\times10^{-6}/(299\times10^{-6})]^{1/5}=4.45$ MPa. The two branches have opposite signs, so the predicted width is 8.89 MPa, as found. For $n=1$, the stress is $10(5.2\times10^{-6})/(299\times2\times10^{-7})=0.87$ MPa, and the width 1.74 MPa.

The combined law thus follows diffusion when hot and dislocation creep when cold. At 0.87 MPa the film is well below the 6.7 MPa crossover; at 19.4 MPa it is well above. Leaving out the diffusional term hardly changes the cold tension, but makes the loop at 380 K five times too wide. Leaving out the dislocation term nearly quadruples the cold tension. Agreement at one end of the loop would not establish the creep law at the other.

Raising the rate from 0.01 to 0.1 K/s multiplies the 380 K width by 1.58 for $n=5$ and by 10.0 for $n=1$, as $R^{1/n}$ requires. At 1 K/s the linear law departs from the balance: the width is 19.2 MPa, not 17.4. There the relaxation interval $R/\lambda$ is about 5 K, no longer very small beside the 18 K, $k_BT^2/Q$, over which the creep coefficient changes by a factor $e$.

For the combined law, cold tension rises from 12.3 through 19.4 to 29.8 MPa at 0.01, 0.1 and 1 K/s. Slower cooling reduces it, but a decade in time removes only about a third. Starts at +40 and −40 MPa both finish one 0.1 K/s cycle at 19.36 MPa: in this example, the memory of the initial stress is lost to the precision quoted. Dislocation creep erases it early in the heating, below 320 K, before the hot part of the cycle is reached.

## Where a real film departs from the model

Lead melts near 600 K, so this cycle lies in the range where creep is expected. A rate of 0.1 K/s, or 6 K/min, is a practical laboratory rate. The creep coefficients are much less certain, because grain size, surface oxide and film thickness can change them. Dividing the equation by $|\dot T|$ shows that the loop depends on $a_j/|\dot T|$. Tenfold faster creep at 0.1 K/s is therefore equivalent to the original creep at 0.01 K/s, and lowers the cold tension to 12.3 MPa.

Pure power-law creep is also doubtful at the cold end. One extension replaces $|\sigma|$ in the dislocation law by $\sigma_b\sinh(|\sigma|/\sigma_b)$. As a rough choice, the breakdown stress $\sigma_b$ is set to $\sqrt3/1000$ of a shear modulus of 8 GPa, which gives 13.9 MPa. At the same dislocation creep rate, 19.4 MPa becomes $\sigma_b\,\mathrm{arsinh}(19.4/\sigma_b)=15.7$ MPa, lower by about a fifth. This is an estimate at fixed creep rate, not the result of a loop recomputed with the new law.

Film thickness can instead impede dislocations. A moving segment that leaves a line at the interface must supply an energy of order $\mu b_d^2$ per unit length, while the stress does work of order $\sigma b_dh_f$. Here $\mu$ is the shear modulus, $b_d$ the Burgers length and $h_f$ the film thickness. Balance gives $\sigma\sim\mu b_d/h_f=8000(0.35)/1000=2.8$ MPa, apart from geometrical and logarithmic factors. Those factors are not small: in a film like this one they can raise the estimate severalfold, to about the cold tension itself. The power law used here has no such threshold and may therefore put the cold tension well too low. Within the model the width at 380 K is hardly affected, because diffusion carries the creep there.

That role of diffusion has its own limit. The linear law can relax any strain, but in a film that cannot slide on its substrate, grain-boundary diffusion relaxes only part of the stress, and a smaller part the wider the grains are relative to the film thickness. Dislocation creep must then remove the rest, and for grains several times wider than the film is thick the width at 380 K can approach the $n=5$ value.

Acting through the modulus alone, with the creep law unchanged, grain orientation has a smaller effect on the final tension than on the elastic slope. A (100) film has a modulus of 21.4 GPa, about a third of the (111) value, yet its cold tension is 17.5 MPa, because creep largely sets the stress. A modulus that falls by 0.1% of its 300 K value per kelvin changes the tension by less than 0.1 MPa.

The wafer yields slightly too. The film force per width $N$ produces a stretching strain $N/(M_sh_s)$ in a wafer of modulus $M_s$ and thickness $h_s$. Its moment $Nh_s/2$ adds three times as much strain at the surface. With $N=M_{111}eh_f$, the ratio of wafer strain to film elastic strain is $4M_{111}h_f/(M_sh_s)=0.28\%$ for $M_s=180$ GPa. With a heat capacity of 1400 kJ/(m³ K), retaining all dissipated heat would warm the film by $69.0/1400=0.05$ K per cycle.

For these inputs, uncertainty in the creep law outweighs the 0.014 MPa integration error by more than two orders of magnitude. A tighter tolerance would therefore add little. For the cold tension, the dislocation law at low temperature matters most; for the width at 380 K, the diffusional rate does, provided diffusion is not constrained by the bonded interface. The remaining loop values are in the numerical output.

## Calculated quantities

```
Rough inputs for a Pb film on Si
elastic constants c11, c12, c44: 50, 42, 15 GPa
expansion mismatch: 26 ppm/K; cycle 280 to 400 K
uniaxial creep rates at 10 MPa, 300 K: n=5 1.0e-06/s, n=1 2.0e-07/s
activation energy of both: 0.70 eV
film 1000 nm, wafer 500000 nm, wafer modulus 180 GPa
shear modulus 8 GPa, Burgers length 0.35 nm, heat capacity 1400 kJ/(m3 K)
biaxial modulus (111): 62.16 GPa; (100): 21.44 GPa
elastic thermal stress slope (111): 1.616 MPa/K
Solver checks
most Newton iterations in 300 random cases: 7
roots found for exponent -1 (s + 0.1/s = 1): 2
estimated / true local error, n=5 hold: 0.9961
n=5 hold at 300 K, 20 MPa after 1000 s: 5.322 MPa (closed form 5.319 MPa)
n=0.5 vanishing time from 10 MPa at 300 K, rate 1e-6/s at 10 MPa: 643.4 s
Two cycles, both mechanisms, 0.1 K/s
tolerance 1e-03 MPa: error 0.04132 MPa, summed estimates 0.3363 MPa, solves 3051
tolerance 1e-04 MPa: error 0.01360 MPa, summed estimates 0.1509 MPa, solves 6027
tolerance 1e-05 MPa: error 0.00429 MPa, summed estimates 0.0518 MPa, solves 19437
uniform steps, solves as at 1e-4 MPa: error 0.04337 MPa
invariant stress bound: 20.427 MPa
implicit peak with 20 s steps: 19.382 MPa
explicit 20 s steps exceed 1000 MPa at: 400 K
cold stress after one cycle from +40, -40 MPa: 19.3593, 19.3593 MPa
Second-cycle loops: cold tension, greatest compression, width at 380 K (MPa);
dissipated energy (kJ/m3); accepted steps
n=5  0.01 K/s:   12.496    -9.547   5.6118    60.241    933
n=5  0.10 K/s:   19.425   -13.359   8.8943    88.716   1088
n=5  1.00 K/s:   29.860   -18.000  14.0970   125.952   1270
n=1  0.01 K/s:   34.771   -10.587   0.1739    32.665   1375
n=1  0.10 K/s:   73.190   -14.036   1.7429    57.425   1662
n=1  1.00 K/s:  121.610   -17.005  19.1623    79.613   1807
both 0.01 K/s:   12.262    -9.099   0.1739    32.615    922
both 0.10 K/s:   19.359   -13.202   1.7424    69.043   1049
both 1.00 K/s:   29.840   -17.937  11.3599   119.818   1252
energy from high-order reference, both, 0.1 K/s: 69.052 kJ/m3
width ratio 0.1 to 0.01 K/s: n=5 1.5849, n=1 10.0202
expected width ratios: n=5 1.5849, n=1 10.0000
Neglected effects, both mechanisms, 0.1 K/s
cold tension with (100) modulus: 17.490 MPa
cold tension, modulus falling 0.1 percent per K: 19.429 MPa
cold tension with tenfold creep rates: 12.262 MPa
power-law breakdown stress, rough: 13.86 MPa
cold tension after breakdown, same n=5 creep rate: 15.745 MPa
line-tension stress scale (shear modulus x Burgers / film): 2.80 MPa
strain fraction taken up by wafer: 0.276 percent
adiabatic self-heating per cycle: 0.0493 K
```
